# Separating spin-orbit torques from the Nernst signal in harmonic Hall fits

If the anomalous Nernst signal is left out of a second-harmonic Hall fit, the heat of the current is counted as torque. In the synthetic example below, the damping-like field is 1.50 mT. A fit without a Nernst term returns 1.99 mT, about 33% too much. More readings do not cure this, because the missing term has the same angular dependence as the damping-like signal.

The result matters to anyone who compares such data with a calculated torque. Where an electronic-structure calculation of current-induced torque offers a split into parts even and odd under reversal of the magnetization, each part has its own counterpart in the fit. Three choices in the fit need particular care before the comparison is made: the terms included, the range of field, and the value used for the easy-plane field.

## Model and conventions

A thin magnetic film lies in the $xy$ plane, on top of a heavy-metal layer. The current $I(t)=I_0s$, with $s=\sin\omega t$, flows along $x$. The unit magnetization is $\mathbf m$, and a field of strength $B$ lies in the plane at angle $\phi$ to the current. The Hall resistance is

$$R_H=R_Am_z+2R_Pm_xm_y ,$$

where $R_A$ is half the full anomalous Hall swing and $R_P$ is the planar Hall amplitude. The magnetization feels

$$\mathbf B_{\rm eff}=\mathbf B+s\,b_y\hat{\mathbf y}+s\,b_D(\mathbf m\times\hat{\mathbf y})-B_Km_z\hat{\mathbf z},\qquad b_y=b_F+b_{\rm Oe}.$$

Here $b_D$ is the damping-like field at peak current, $b_F$ the field-like one, $b_{\rm Oe}$ the Oersted field, and $B_K>0$ the easy-plane field. The film is taken as uniformly magnetized, without in-plane anisotropy. $R_A$, $R_P$ and $B_K$ come from separate measurements.

The torque per volume is $M_s\mathbf m\times\mathbf B_{\rm eff}$. Its damping-like part, $M_sb_D\,\mathbf m\times(\mathbf m\times\hat{\mathbf y})$, contains $\mathbf m$ twice and is even under $\mathbf m\to-\mathbf m$. The field-like part, $M_sb_F\,\mathbf m\times\hat{\mathbf y}$, is odd. For torques of this simplest angular form, the calculated even part is therefore to be compared with $b_D$ and the odd part with $b_F$. The sum $b_y$ is not suitable if the calculation omits the magnetic field of the current.

## From torque balance to the second harmonic

If the current changes slowly, the magnetization stays at equilibrium, $\mathbf m\times\mathbf B_{\rm eff}=0$. Hence $\mathbf B_{\rm eff}=\lambda\mathbf m$, with $\lambda=B$ at zero current. Let the current turn $\mathbf m$ by a small in-plane angle $\delta\phi$ and lift it by $m_z$.

Since $\mathbf m\times\hat{\mathbf y}=(-m_z,0,m_x)$, the $z$ component of the balance is, to first order,

$$s\,b_D\cos\phi-B_Km_z=Bm_z\quad\Rightarrow\quad m_z=\frac{s\,b_D\cos\phi}{B+B_K}.$$

For the in-plane turn, project on $\hat{\mathbf e}_\phi=(-\sin\phi,\cos\phi,0)$. The applied field has no component there, and $\mathbf m\cdot\hat{\mathbf e}_\phi=\delta\phi$. The damping-like field contributes $s\,b_Dm_z\sin\phi$, which is of second order and is dropped. Thus

$$s\,b_y\cos\phi=B\,\delta\phi\quad\Rightarrow\quad \delta\phi=\frac{s\,b_y\cos\phi}{B}.$$

The easy-plane field resists the lift but not the turn, which is why the two responses have different denominators.

Integration of the Landau-Lifshitz-Gilbert equation at peak current, with damping 0.02, $B=0.1$ T and $\phi=40^\circ$, tests these formulas. After 14.2 ns it gives $m_z=0.001282$ and a turn of $-4.559$ mrad; the formulas give 0.001277 and $-4.554$ mrad. At 100 Hz the current period is 10 ms, so the static treatment is justified.

In the plane $2m_xm_y=\sin2(\phi+\delta\phi)\approx\sin2\phi+2\delta\phi\cos2\phi$. Therefore

$$R_H=R_P\sin2\phi+s\left[\frac{R_Ab_D\cos\phi}{B+B_K}+\frac{2R_Pb_y}{B}\cos2\phi\cos\phi\right].$$

The voltage is $I_0sR_H$. The first term gives the first harmonic. The bracket is multiplied by $s^2=(1-\cos2\omega t)/2$, so half of it appears at $2\omega$ with a minus sign. Define $R_2$ as minus the coefficient of $\cos2\omega t$ in the voltage, divided by $I_0$. This definition absorbs the minus sign and leaves the factor $1/2$.

Joule heating is proportional to $s^2$ and creates a temperature gradient along $z$. The anomalous Nernst field is proportional to $\mathbf m\times\hat{\mathbf z}=(m_y,-m_x,0)$, so its Hall component follows $m_x$. Write this voltage as $2I_0R_Nm_xs^2$, with the material's sign contained in $R_N$. Its contribution to $R_2$ is $R_N\cos\phi$, and

$$\boxed{R_2=\left[\frac{R_Ab_D}{2(B+B_K)}+R_N\right]\cos\phi+\frac{R_Pb_y}{B}\cos2\phi\cos\phi}$$

This holds to leading order in the current. Odd powers of $\sin\omega t$ contain no second harmonic, so a term $s^n$ in $R_H$ contributes to $R_2$ only for odd $n$. The next one is cubic. The thermal term follows the same rule: $R_N$ is itself proportional to $I_0$, and its next correction carries two more powers of current. In the example, the largest error of the formula is 0.006 µΩ, and it falls by a factor 8.000 when the current is halved.

## What angle can separate, and what needs field

Write $D$ for the coefficient of $\cos\phi$ and $F$ for that of $\cos2\phi\cos\phi$. Because

$$\cos2\phi\cos\phi=\tfrac12(\cos\phi+\cos3\phi),$$

the amplitude of $\cos3\phi$ is $F/2$ and that of $\cos\phi$ is $D+F/2$. Within this model, the third angular harmonic thus gives $b_y$ alone. At $\phi=45^\circ$ the $F$ term vanishes and the reading is $D/\sqrt2$, free of $b_y$.

No set of in-plane angles at one field can split $D$ into torque and heat. With the field kept in the plane, that takes the field dependence. With $u=1/(B+B_K)$,

$$D=\frac{R_Ab_D}{2}\,u+R_N ,$$

a straight line whose slope gives the torque and whose intercept gives the Nernst signal. In a real bilayer the intercept also contains any spin Seebeck voltage, which has the same angular dependence. Two limits show what the field range must do:

- For $B\ll B_K$, $u\approx1/B_K-B/B_K^2$ is nearly constant. The torque then looks like a Nernst signal.
- For $B\gg B_K$, $u\approx1/B$ tends to zero. The torque is suppressed, and $D$ approaches $R_N$.

A useful sweep joins fields well below $B_K$ to fields comparable with it or larger.

## The fit and its error

For given $B_K$ the model is linear in $\mathbf p=(b_D,b_y,R_N)$. Each reading supplies one row of a matrix $X$:

$$\left(\tfrac12R_Au\cos\phi,\;\; R_PB^{-1}\cos2\phi\cos\phi,\;\;\cos\phi\right).$$

Let $\mathbf r$ be the list of readings. Setting the derivative of $|\mathbf r-X\mathbf p|^2$ with respect to $\mathbf p$ to zero gives $X^TX\mathbf p=X^T\mathbf r$, so

$$\mathbf p=(X^TX)^{-1}X^T\mathbf r .$$

Independent noise of standard deviation $\sigma$ in $\mathbf r$ passes through this linear map, and the covariance of $\mathbf p$ is

$$(X^TX)^{-1}X^T(\sigma^2\mathbf 1)X(X^TX)^{-1}=\sigma^2(X^TX)^{-1}.$$

A simpler case shows what controls the error. Suppose $b_y$ is known and its term has been subtracted. With $n$ angles evenly spaced over a full turn at each of $N$ fields, where $n\geq3$, the sum of $\cos^2\phi$ over angle is $n/2$. For the slope $a=R_Ab_D/2$ and the intercept $R_N$, the normal matrix is

$$\frac n2\begin{pmatrix}\sum u^2&\sum u\\ \sum u&N\end{pmatrix}.$$

The first diagonal element of its inverse is $(2/n)\,N/[N\sum u^2-(\sum u)^2]$. The bracket equals $N\sum(u-\bar u)^2$, where $\bar u$ is the mean of $u$. Hence

$$\sigma(b_D)=\frac{2}{R_A}\,\sigma\sqrt{\frac{2}{n\sum(u-\bar u)^2}} .$$

When $b_y$ is also fitted, the error cannot be smaller than this. For given noise, $R_A$ and number of angles, the spread of $u$ sets this bound; the size of $b_D$ does not enter.

## Worked example

The parameters are round numbers for a Hall bar of the Pt/CoFeB type. $R_A$ and $R_N$ are chosen for illustration and are not derived from the stack:

- Electrical: $I_0=5$ mA, $R_A=0.5$ Ω, $R_P=0.05$ Ω, $R_N=100$ µΩ.
- Magnetic: $B_K=0.8$ T, $b_D=1.5$ mT, $b_F=-0.30$ mT, $M_s=1000$ kA/m.
- Geometry: width 10 µm, length 100 µm, 5 nm of metal under 2 nm of magnet.

The synthetic data come from the full torque balance solved through the current cycle, not from the boxed formula. There are 36 angles at each of eight fields from 0.1 to 1.8 T, with Gaussian noise of 2 µΩ per reading.

**Oersted field.** The layers conduct in parallel, in proportion to thickness over resistivity. With 25 and 150 µΩ cm, the metal carries

$$\frac{5/25}{5/25+2/150}=0.9375$$

of the current, or $I_{HM}=4.69$ mA. Ampère's law around a wide sheet gives half of $\mu_0I_{HM}/w$ on each side. Above a sheet with current along $+x$ the field points along $-y$, so

$$b_{\rm Oe}=-\frac{\mu_0I_{HM}}{2w}=-0.2945\ \text{mT}.$$

Summing line currents over the finite strip gives $-0.2944$ mT above its centre line. The uniform current in the magnet itself produces a field that is odd about its mid-plane and averages to zero over its thickness. The input is therefore $b_y=-0.5945$ mT.

**One reading.** At $B=0.2$ T and $\phi=30^\circ$, $B+B_K=1.0$ T. The three terms are

$$\frac{0.5\times1.5\times10^{-3}}{2\times1.0}\times0.866=324.8\ \text{µΩ},$$

$$\frac{0.05\times(-0.5945\times10^{-3})}{0.2}\times0.433=-64.4\ \text{µΩ},$$

and $100\times0.866=86.6$ µΩ. Their sum, 347.0 µΩ, agrees with the full solution to the digits shown. Heat supplies a quarter of this reading.

**Separation by hand.** Fitting the angles separately at each field gives $D=516.51$ µΩ at 0.1 T and 244.35 µΩ at 1.8 T. There $u$ is 1.111 and 0.385 T⁻¹. The slope is $272.16/0.7265=374.6$ µΩ T, hence

$$b_D=\frac{2\times374.6\times10^{-6}}{0.5}=1.498\ \text{mT}.$$

The intercept is $516.5-1.111\times374.6\approx100$ µΩ. Two fields thus already recover both inputs.

**Global fit.** All 288 readings together give $b_D=1.502\pm0.003$ mT, $b_y=-0.594\pm0.001$ mT and $R_N=99.3\pm0.5$ µΩ. Each lies within about 1.3 standard errors of its input. The correlation between $b_D$ and $R_N$ is $-0.94$: a steeper line needs a lower intercept. Subtracting the Oersted field leaves $b_F=-0.299$ mT.

**Efficiency.** Let a fraction $\xi$ of the charge current density $J$ in the metal arrive as absorbed spin current. It delivers angular momentum $\xi\hbar J/(2e)$ per area and time. For $\mathbf m$ perpendicular to $\hat{\mathbf y}$ this equals the torque per area, $M_st_Fb_D$, where $t_F$ is the magnet's thickness. So

$$\xi=\frac{2e}{\hbar}\frac{M_st_Fb_D}{J}=0.097$$

at $J=9.4\times10^6$ A/cm². Its statistical error of 0.0002 excludes the uncertainties of $M_s$, $t_F$, $J$, $R_A$ and $B_K$.

## Choosing the settings

**Field range.** For the eight fields used, $\sum(u-\bar u)^2=0.506$ T⁻², and the error formula gives 0.0027 mT. The full three-parameter value is 0.0030 mT at the nominal noise. If eight evenly spaced fields cover only 0.1 to 0.2 T, with angles and noise unchanged, the sum falls to about 0.011 T⁻² and the full error rises to 0.0188 mT, six times larger.

**Nernst term.** If it is omitted and $b_y$ is held fixed, least squares raises the slope by $R_N\sum u/\sum u^2$. Here that is $100\times6.35/5.55=114$ µΩ T, or 0.46 mT in $b_D$. With $b_y$ free, the fitted value rises by 0.49 mT.

**Easy-plane field.** A value of $B_K$ that is 5% too high raises $b_D$ by 0.090 mT, or 6%, and lowers $R_N$ by 7.4 µΩ. The assumed $u$ then varies less over the sweep than the true one, so a larger slope is needed to match the data. This error is some thirty times the statistical one. In this example, effort is better spent on $B_K$ than on more averaging.

**An ordinary Nernst term.** A thermal signal proportional to the applied field adds a term in $B\cos\phi$. Since $B=1/u-B_K$ falls as $u$ rises, a positive coefficient lowers the fitted slope. With an assumed 5 µΩ/T, $b_D$ shifts by $-0.045$ mT, or $-3\%$, and $R_N$ by $+12$ µΩ. A fourth column $B\cos\phi$ restores $b_D=1.500$ mT in noiseless data, but raises its error from 0.003 to 0.010 mT. If $B_K$ is known accurately, the column is worth including in this example, because the bias it removes exceeds the added error. It also makes $b_D$ more sensitive to an error in $B_K$, which can outweigh this benefit.

**Oersted subtraction.** The fit cannot check this step, because $b_F$ and $b_{\rm Oe}$ share one column. A 10% error in the metal's current moves $b_F$ by 0.03 mT, which is 10% of its value.

## The model beside a real device

For platinum, an efficiency of roughly 0.1 and current densities near $10^7$ A/cm² are realistic orders of magnitude. $B_K$ depends strongly on the magnet's thickness and interfaces, and $R_N$ on the heat path, so 0.8 T and 100 µΩ should not be carried over to another stack. With the magnet on top, only its own heat crosses it and the metal shunts its voltage. For this geometry, a thermal conductivity of about 5 W/(m K) and an anomalous Nernst coefficient of 1 to 4 µV/K give only about 5 to 19 µΩ. Likewise $R_A=0.5$ Ω would need a Hall angle of about 0.17 in the magnet, whereas an anomalous Hall resistivity of 4 µΩ cm gives about 0.08 Ω. The relative bias from omitting the Nernst term scales with $R_N/(R_Ab_D)$, so the 33% of the example is not a typical value for any particular stack. Real films have some in-plane anisotropy. An assumed 1 mT with the easy axis along the current shifts $b_D$ by 0.006 mT, or 0.4%, about twice the statistical error; with the easy axis across the current the shift is $-0.008$ mT. With angles covering a full turn, a field tilt of 1° shifts it by about 0.0001 mT or less. Self-heating on 100 nm of oxide over silicon is estimated at 1 K on average. With an assumed 0.1% loss of $B_K$ per kelvin, a constant rise of this size moves $b_D$ by 0.002 mT. If the temperature follows $s^2$, as expected at 100 Hz, $B_K$ also oscillates and the shift doubles to about 0.003 mT. Among the effects estimated here, the value of $B_K$ and the field independence of the thermal signal matter most. The calibration of $R_A$ deserves the same care: the fit determines only the product $R_Ab_D$, so a value of $R_A$ that is 5% too high lowers $b_D$ by 0.071 mT, or about 5%. The model also keeps $R_P$ fixed. If the current changes it by an amount proportional to $s\sin\phi$, as creation and annihilation of magnons by the spin accumulation can, $R_2$ gains a term $\sin\phi\sin2\phi=\cos\phi-\cos2\phi\cos\phi$, which enters both $D$ and $F$. An assumed amplitude of 30 µΩ at 0.1 T, falling as $1/B$, would shift $b_D$ by $+0.12$ mT and $b_y$ by $-0.05$ mT. At fields too low to saturate the film, domains invalidate the model altogether, and those readings should be left out.

## Computed values

```
Peak current 5.0 mA, frequency 100 Hz
Bar width 10 um, length 100 um
Thickness: metal 5 nm, magnet 2 nm
Resistivity: metal 25, magnet 150 uOhm cm
M_s 1000 kA/m, B_K 0.80 T, damping 0.02
R_A 0.50 Ohm, R_P 0.050 Ohm, R_N 100 uOhm
Input b_D 1.500 mT, b_F -0.300 mT
Current share of metal 93.75 %
Current density in metal 9.375e+06 A/cm2
Oersted field: sheet -0.2945 mT, strip -0.2944 mT
Input b_y = b_F + b_Oe -0.5945 mT
Noise per reading 2.0 uOhm, readings 288
Data point: B 0.20 T, phi 30 deg
  DL 324.76, FL+Oe -64.36, ANE 86.60 uOhm
  formula 347.003, full 347.002, noisy 348.381 uOhm
Largest formula error 0.0057 uOhm
Its ratio, full to half current 8.000 (no unit)
LLG test: B 0.1 T, phi 40 deg, time 14.2 ns
  m_z: LLG 0.001282, formula 0.001277 (no unit)
  turn: LLG -4.5594, formula -4.5543 mrad
Amplitudes of cos(phi) [D] and cos(2phi)cos(phi) [F], uOhm:
  B (T)   D fit   D input   F fit   F input
  0.10   516.51   516.67   -296.02   -297.26
  0.15   494.20   494.74   -198.23   -198.17
  0.20   475.54   475.00   -149.63   -148.63
  0.30   440.90   440.91    -98.26    -99.09
  0.50   388.71   388.46    -59.55    -59.45
  0.80   333.26   334.38    -36.79    -37.16
  1.20   286.94   287.50    -25.82    -24.77
  1.80   244.35   244.23    -16.21    -16.51
Fit b_D 1.5021 +- 0.0028 mT
Fit b_y -0.5935 +- 0.0012 mT
Fit R_N 99.33 +- 0.54 uOhm
Noise from residuals 1.869 uOhm
Correlation of b_D and R_N -0.939 (no unit)
b_F after Oersted subtraction -0.2989 mT
Efficiency xi 0.0974 +- 0.0002 (no unit)
Without Nernst column: b_D 1.9915 mT
b_D error, fields 0.1-1.8 T: 0.0030 mT
b_D error, fields 0.1-0.2 T: 0.0188 mT
Assumed: anisotropy 1.0 mT, tilt 1.0 deg, ord. Nernst 5.0 uOhm/T
Oxide 100 nm; conductivity 1.4 (oxide), 140 (Si) W/(m K)
Mean heating 0.95 K, B_K loss 0.1 %/K
Shifts: b_D (mT), b_y (mT), R_N (uOhm)
  finite drive         -0.00002 -0.00001    0.002
  in-plane anisotropy   0.00570 -0.00147   -0.758
  field tilt            0.00006 -0.00009   -0.003
  ordinary Nernst      -0.04450  0.00129   11.871
  B_K taken 5% high     0.09007  0.00136   -7.370
  self-heating of B_K   0.00170  0.00003   -0.141
With B cos(phi) column: b_D 1.5000 mT, error 0.0102 mT
```
